# Deflection of a 200 keV Electron by a Ferroelectric's Internal Field

## 1. A slow electron: the parabola

Let an electron of mass $m$ and charge $-e$ enter a foil of thickness $L$ along $z$, normal to the surface. Inside the foil there is a static, uniform field of magnitude $E$ perpendicular to $z$; outside there is none. Choose $x$ along the force, which is opposite to the field, and write $F=eE>0$.

If the speed $v$ is far below that of light, the motion along $z$ is uniform and the crossing takes $L/v$. The force supplies the transverse momentum $FL/v$, while the forward momentum remains $mv$. Hence

$$\tan\theta=\frac{FL/v}{mv}=\frac{FL}{mv^2}=\frac{eEL}{2T},\qquad T=\tfrac12mv^2 .$$

For $E=100$ MV/m and $L=20$ nm, $eEL=2.000$ eV. Inserting $T=200$ keV gives 5.0 µrad. This is not yet the answer, because $T$ is not small compared with the rest energy, 511.0 keV.

The field $E$ is the macroscopic total field, averaged over unit cells. It already includes the polarization charge and must not be replaced by $P/\varepsilon_0$ or $D/\varepsilon_0$. The atomic-scale variations removed by the average cause diffraction, treated in Section 6.

## 2. The relativistic motion

Let $p$ be the initial momentum and $W_0=T+mc^2$ the initial total energy. From $W_0^2=(pc)^2+(mc^2)^2$,

$$(pc)^2=(T+mc^2)^2-(mc^2)^2=T(T+2mc^2),\qquad v=\frac{pc^2}{W_0}.$$

There is no force along $z$, so $p_z=p$. Along $x$, $p_x=F\tau$ after a time $\tau$ in the foil. The energy is then

$$W=\sqrt{(mc^2)^2+c^2p^2+c^2p_x^2}=\sqrt{W_0^2+c^2F^2\tau^2}.$$

Although $p_z$ is constant, the forward speed $dz/d\tau=pc^2/W$ falls as $W$ grows. To integrate it, set $cF\tau=W_0\sinh u$, so that $d\tau=W_0\cosh u\,du/(cF)$ and $W=W_0\cosh u$:

$$z=\int\frac{pc^2}{W}\,d\tau=\int_0^u\frac{pc^2}{W_0\cosh u'}\,\frac{W_0\cosh u'}{cF}\,du'=\frac{pc}{F}\,u .$$

Thus $cp_x=W_0\sinh(Fz/pc)$. At the exit, with $\epsilon=FL/(pc)$ and $\beta=v/c=pc/W_0$,

$$\tan\theta=\frac{p_x}{p}=\frac{1}{\beta}\sinh\epsilon. \tag{1}$$

## 3. Leading term and first correction

For $\epsilon\ll1$, $\sinh\epsilon=\epsilon+\epsilon^3/6+\dots$, so

$$\tan\theta=\frac{\epsilon}{\beta}\left(1+\frac{\epsilon^2}{6}+\dots\right).$$

The correction is positive because the falling forward speed lengthens the crossing. For the angle itself use $\theta=\tan\theta-\tfrac13\tan^3\theta+\dots$, with $\tan^3\theta=\epsilon^3/\beta^3$ at this order:

$$\theta=\frac{\epsilon}{\beta}\left[1+\epsilon^2\left(\frac16-\frac{1}{3\beta^2}\right)+\dots\right]. \tag{2}$$

Since $\beta<1$, the bracketed coefficient is negative: the angle lies below its linear estimate although the tangent lies above it. The leading term is

$$\theta_0=\frac{\epsilon}{\beta}=\frac{FL}{pc}\,\frac{c}{v}=\frac{eEL}{pv},\qquad pv=\frac{(pc)^2}{W_0}=\frac{T(T+2mc^2)}{T+mc^2}. \tag{3}$$

**Numbers.** At 200 keV, $pc=494.4$ keV, $W_0=711.0$ keV and $\beta=0.6953$, so

$$pv=\frac{494.368^2}{710.999}\ \text{keV}=343.74\ \text{keV},\qquad \theta_0=\frac{2.000\ \text{eV}}{343.74\ \text{keV}}=5.82\ \mu\text{rad}.$$

With $\epsilon=4.046\times10^{-6}$, the relative correction in (2) is $\epsilon^2(0.167-0.689)\approx-9\times10^{-12}$. Numerical integration of the equation of motion also gives 5.8183 µrad.

The correction becomes visible in an artificial field for which $eEL=500$ keV, or $\epsilon=1.011$. The linear tangent is 1.455; the factor $1+\epsilon^2/6=1.170$ raises it to 1.703; the integrated motion gives 1.716. Relative to that last value, the error drops from 15% to 0.8%.

**Two limits in energy.** The ratio of (3) to the slow-electron formula at the same $T$ is

$$\frac{2T}{pv}=\frac{2(T+mc^2)}{T+2mc^2}=1+\frac{T}{T+2mc^2}.$$

It tends to 1 for $T\ll mc^2$ and to 2 for $T\gg mc^2$. At 200 keV it is 1.164, which turns 5.0 µrad into 5.8 µrad.

**What the electron experiences.** From $dx/dz=p_x/p$ and the leading form of $p_x$, $dx/dz=\theta_0z/L$, so the exit displacement is $x(L)=\theta_0L/2=58$ fm. The field is therefore sampled along an essentially straight line. The crossing takes 96 as, far less than a lattice vibration period, so the lattice is effectively frozen.

A larger correction than $\epsilon^2$ comes from the mean inner potential $V_0$, roughly 20 V, which speeds up the electron inside the foil. Since $v=pc^2/W$, the relative speed change is $\delta p/p-\delta W/W_0=eV_0/(pv)-eV_0/W_0$, or $(5.8-2.8)\times10^{-5}$. The deflection falls by this fraction, $3\times10^{-5}$, which is still negligible.

## 4. The same angle from the phase

In a potential $V$ the local wave number is $k=\sqrt{(T+eV)(T+eV+2mc^2)}/(\hbar c)$. Differentiating at $V=0$,

$$\frac{dk}{d(eV)}=\frac{1}{\hbar c}\,\frac{2T+2mc^2}{2\,pc}=\frac{W_0}{\hbar c\,pc}=\frac{1}{\hbar v}.$$

The foil adds a phase $kL$. Because $eV$ rises by $F$ per unit length along $x$, the phase gradient is $FL/(\hbar v)$. This is a transverse wave number; dividing by the forward wave number $p/\hbar$ returns $FL/(pv)$. A finite difference of the full $k(V)$ gives 5.8183 µrad.

## 5. Where the field ends

The sharp-edged field of Section 1 cannot be a complete electrostatic field: the tangential component of $\mathbf E$ is continuous across a surface, so a field along the surface must extend into the vacuum. For a nearly straight path, $EL$ in (3) becomes $\int E_x\,dz$ over the whole path (in magnitude).

As a model, take two parallel walls a distance $w$ apart, of height $L$ along the beam and very long in the third direction, with uniform net charges $\pm\sigma$ per area. "Net" includes all polarization and screening charge on the walls. The model leaves out charge on the two faces of the foil, such as the polarization charge induced where the field has a component normal to them. Measure $z$ from mid-foil and let the beam run midway between the walls, at distance $a=w/2$ from each. By symmetry this line has constant potential, so the field there has no $z$ component.

A strip of height $ds$ is a line charge $\sigma\,ds$ with field $\sigma\,ds/(2\pi\varepsilon_0r)$, where $r^2=a^2+(z-s)^2$. Its transverse part carries a factor $a/r$, and the two walls add:

$$E_x(z)=\frac{\sigma}{\pi\varepsilon_0}\int_{-L/2}^{L/2}\frac{a\,ds}{a^2+(z-s)^2}.$$

At $z=0$ the integral is $2\arctan(L/2a)$, so $E_x(0)=(2\sigma/\pi\varepsilon_0)\arctan(L/w)$. For the path integral, integrate over $z$ first: each strip contributes $\int a\,dz/[a^2+(z-s)^2]=\pi$, and the total is $\sigma L/\varepsilon_0$. At fixed central field the deflection is therefore multiplied by

$$R=\frac{\sigma L/\varepsilon_0}{E_x(0)L}=\frac{\pi}{2\arctan(L/w)}. \tag{4}$$

For close walls, $\arctan(L/w)=\pi/2-w/L+\dots$ gives $R=1+2w/(\pi L)+\dots$, and the simple estimate is recovered. For distant walls, $R\to\pi w/(2L)$ and most of the deflection arises in vacuum.

With $w=10$ nm and $L=20$ nm, $R=1.42$; the first correction alone would give 1.32. The foil contributes 0.88 and the vacuum 0.54, in units of the central field times $L$. A central field of 100 MV/m then deflects by 8.3 µrad instead of 5.8 µrad.

This factor does not carry over to a foil of high permittivity, where the omitted face charge matters. If the walls carry a fixed, evenly spread free charge and the foil is a linear, isotropic dielectric that continues beyond them, $R$ becomes about 2.8 at a relative permittivity of 100 and 3.6 at 1000, for the same dimensions. The face charge keeps the field inside nearly parallel to the surface; relative to a given central field, it strengthens the field in the vacuum. These two values collect stray field out to distances of order the permittivity times $L$, that is microns, and so assume a foil and walls of at least that extent. Counting the vacuum path only to 100 nm from each face gives 2.2 and 2.3; counting it to 1 µm gives 2.7 and 2.9.

## 6. Other causes of a shifted disc

**A wedge.** Suppose the exit face is inclined by $\beta_w$. The ratio of inside to outside wave number is $n\approx1+eV_0/(pv)$ by Section 4. Conservation of the wave-vector component along the exit face gives $n\sin\beta_w=\sin(\beta_w+\delta)\approx\sin\beta_w+\delta\cos\beta_w$, hence

$$\delta\approx(n-1)\tan\beta_w=\frac{eV_0\tan\beta_w}{pv}.$$

The beam turns toward the thicker side. For $V_0=20$ V, a 1° wedge gives $20\times0.01746/343741=1.0$ µrad; a wedge of 5.7° imitates the whole 5.8 µrad.

**Diffraction.** A focused probe produces a disc of semi-angle $\alpha$. For a circular aperture the first dark ring has radius $r_A=0.61\lambda/\alpha$. With $\lambda=2.508$ pm and $r_A=2$ nm, $\alpha=765$ µrad, so the ideal deflection is 0.76% of the semi-angle. An uneven intensity can move the disc's centroid without any deflection.

In the two-beam model the transmitted and diffracted amplitudes obey

$$\phi_0'=\frac{i\pi}{\xi}\phi_g,\qquad \phi_g'=\frac{i\pi}{\xi}\phi_0+2\pi i s\,\phi_g ,$$

where $\xi$ is the extinction distance and $s$ the deviation from the Bragg condition. Removing the common phase $e^{i\pi sz}$ leaves the matrix $i\pi M$, with diagonal elements of $M$ equal to $\mp s$ and off-diagonal elements $1/\xi$. Then $M^2=Q^2$ times the unit matrix, with $Q^2=s^2+1/\xi^2$, so the exponential series sums to $e^{i\pi ML}=\cos(\pi QL)+i(M/Q)\sin(\pi QL)$. Starting from $\phi_0=1$, the diffracted intensity is $\sin^2(\pi QL)/(\xi Q)^2$, and

$$I_0=1-\frac{\sin^2(\pi QL)}{1+\xi^2s^2}.$$

Tilting the incident ray by $\theta_x$ along the diffraction vector, of length $g$, changes $s$ by $g\theta_x$ in magnitude, for small angles and $g\lambda\ll1$. Across a small disc, $I_0\approx I_0(0)(1+b\theta_x)$ with $b=d\ln I_0/d\theta_x$. For a uniform disc $\langle\theta_x\rangle=0$ and $\langle\theta_x^2\rangle=\tfrac12\langle\theta^2\rangle=\alpha^2/4$, so the centroid moves by $b\alpha^2/4$.

Take the illustrative values $\xi=100$ nm and $1/g=0.40$ nm, with $g$ along the field axis; they do not describe a particular crystal. In the two-beam model, over $|s|\le0.06$ nm$^{-1}$, the largest shift is 5.5 µrad, at $|s|=0.018$ nm$^{-1}$; its sign reverses with $s$.

Two beams are not enough here, however. The opposite reflection has the deviation $-g^2\lambda-s$, which is only 0.002 nm$^{-1}$ when $s=-0.018$ nm$^{-1}$, so it is strongly excited as well. Adding it, with the same $\xi$ and coupled only to the transmitted beam, raises the largest shift to 9.6 µrad, and the shift is no longer odd in $s$. Diffraction can thus exceed the ideal signal, with either sign. These sizes belong to the simple model; in a real crystal, stronger reflections can make the shift much larger.

**Counting.** With $N$ independent electrons the centroid's standard error along $x$ is $\sqrt{\alpha^2/4N}=\alpha/(2\sqrt N)$. A deflection five times this error needs

$$N=\left(\frac{5\alpha}{2\theta_0}\right)^2=\left(\frac{5\times764.7}{2\times5.818}\right)^2\approx1.1\times10^5 .$$

Counting more electrons lowers this error but leaves the wedge and diffraction shifts unchanged. A smaller $\alpha$ reduces both $N$ and the small-disc diffraction shift, the latter at fixed crystal setting, but it widens the probe. The probe must remain narrower than the region whose field is sought.

## 7. Beside a real ferroelectric

Apart from the illustrative extinction distance, the parameters lie in the regime of barium titanate, with rough values of 26 µC/cm² for the polarization and 3.2 eV for the gap. The field, 1 MV/cm, is of the order that good thin films can withstand, but far above the usual switching fields of bulk crystals and also above the intrinsic coercive field of unstrained barium titanate, roughly 15 MV/m in a Landau estimate. The residual field between under-screened charged walls opposes the polarization, and in that direction the unstrained crystal could not hold 100 MV/m; its persistence in the foil is assumed. Charged walls 10 nm apart are also much closer than typical bulk domain walls. In the wall model the required net charge is 0.126 µC/cm², or 0.24% of the bare charge $2P$ of a head-to-head wall, but this net value counts the polarization induced in the foil as part of the screening. In the dielectric model of Section 5, the wall charge left uncompensated by carriers or defects is far larger: about 9 µC/cm², or 17% of $2P$, at a relative permittivity of 100. The potential drop between the walls is 1.02 V. Since $e$ times this drop is below the gap, direct valence-to-conduction tunnelling from wall to wall is energetically closed in this model; leakage through defects is not excluded. The abrupt end of the field is an assumption that no real foil can meet; in the wall model, with the dimensions chosen here, dropping it raises the deflection by 42%. That model omits the polarization charge on the foil faces, which raises the factor further: to about 2.5 and 2.8 for relative permittivities of 30 and 100, in the isotropic estimate of Section 5 for a very wide foil. A linear permittivity of 1000 cannot apply at this field: it would induce 88 µC/cm², more than three times $P$, and would need more wall charge than the bare $2P$.

The estimate of 5.8 µrad is thus secure for a path integral of 2 V. Inferring that integral from a measured disc shift requires control of thickness and crystal tilt, and inferring the internal field requires a model of the stray field as well. Diffraction into further beams with realistic couplings, inelastic scattering, charging by the beam and lens aberrations have not been sized. The main values are collected in the numerical output below.

## Computed results

```
Kinetic energy: 200.0 keV
Electron rest energy: 510.999 keV
Foil thickness: 20.0 nm
Transverse field: 100.0 MV/m = 1.00 MV/cm
Total energy: 710.999 keV
Momentum times c: 494.368 keV
Speed over c: 0.69531
Momentum times speed, pv: 343.741 keV
Wavelength: 2.5079 pm
Transit time: 95.95 as
Transverse work scale eEL: 2.000 eV
Expansion parameter eEL/(pc): 4.046e-06
Deflection, estimate: 5.8183 microrad
Deflection, integrated motion: 5.8183 microrad
Deflection, phase gradient: 5.8183 microrad
Nonrelativistic deflection: 5.0000 microrad
Relativistic/nonrelativistic ratio: 1.1637
Sideways displacement at exit: 58.18 fm
Strong-field test, eEL: 500.0 keV
Strong-field tangent, integrated: 1.71557
Strong-field tangent, linear estimate: 1.45458
Wall separation: 10.0 nm
Path integral inside foil / central EL: 0.8776
Path integral in vacuum / central EL: 0.5411
Total stray-field factor: 1.4188
Deflection with stray field: 8.255 microrad
Net wall charge: 0.1256 uC/cm2
Rough polarization: 26.0 uC/cm2
Net wall charge / 2P: 0.242 percent
Potential drop between walls: 1.022 V
Rough band gap: 3.2 eV
Rough mean inner potential: 20.0 V
Wedge angle: 1.0 degree
Wedge deflection: 1.016 microrad
Wedge angle matching signal: 5.71 degree
Airy radius of probe: 2.0 nm
Airy factor: 0.6098
Disc semi-angle: 764.7 microrad
Deflection / disc semi-angle: 0.761 percent
Signal/counting-error ratio: 5
Electrons needed: 1.080e+05
Rough extinction distance: 100.0 nm
Rough lattice spacing: 0.40 nm
Deviation s at worst shift: 0.0178 1/nm
Transmitted intensity there: 0.7795
Worst two-beam centroid shift: 5.466 microrad
Small-disc formula for shift: 5.476 microrad
```
